# Mean-Field Tricritical Point of a Two-Sublattice Ising Antiferroelectric: test program

```python
"""Mean-field tricritical point of a two-sublattice Ising antiferroelectric.

Result under test: for J1/J2 > 3/5 the field-temperature boundary has a
tricritical point at  m^2 = J2/(3 J1),  T = (J1+J2)(1 - J2/(3 J1)),
h = T artanh(m) - (J1-J2) m.
J1: summed ferroic coupling within a sublattice; J2: summed antiferroic
coupling between sublattices; T: k_B times temperature; h: dipole times field;
m, l: half sum and half difference of the sublattice polarizations mA, mB.
Internally energies are in units of J2; the example is printed in hartree.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import xlogy


def free_energy(mA, mB, h, T, J1, J2):
    """Variational free energy per dipole, from energy and entropy."""
    def g(x):
        return xlogy((1 + x) / 2, (1 + x) / 2) + xlogy((1 - x) / 2, (1 - x) / 2)
    return (-J1 * (mA**2 + mB**2) / 4 + J2 * mA * mB / 2
            - h * (mA + mB) / 2 + T * (g(mA) + g(mB)) / 2)


def relaxed_energy(l, h, T, J1, J2):
    """Minimum over m at fixed l; convex in m because T > J1 - J2."""
    assert T > J1 - J2
    low, high = -(1 - l), 1 - l
    with np.errstate(divide="ignore"):
        for _ in range(56):
            m = (low + high) / 2
            slope = (T * (np.arctanh(m + l) + np.arctanh(m - l)) / 2
                     - (J1 - J2) * m - h)
            low = np.where(slope < 0, m, low)
            high = np.where(slope < 0, high, m)
    m = (low + high) / 2
    return free_energy(m + l, m - l, h, T, J1, J2)


L_GRID = np.arange(0, 0.995, 2.5e-4)


def transition(T, J1, J2):
    """Largest field with an antiferroelectric global minimum, and l there."""
    low, high, l_low = 0.0, 1.5 * J2, None
    for _ in range(34):
        h = (low + high) / 2
        F = relaxed_energy(L_GRID, h, T, J1, J2)
        k = np.argmin(F)
        if F[k] < F[0] - 1e-13:
            low, l_low = h, L_GRID[k]
        else:
            high = h
    return low, l_low


def stability_field(T, J1, J2):
    m = np.sqrt(1 - T / (J1 + J2))
    return T * np.arctanh(m) - (J1 - J2) * m


def tricritical(J1, J2):
    m = np.sqrt(J2 / (3 * J1))
    T = (J1 + J2) * (1 - m**2)
    return m, T, T * np.arctanh(m) - (J1 - J2) * m


def branch(y, T, J1, J2):
    """Antiferroelectric solution with artanh(mA) - artanh(mB) = y."""
    K = (J1 + J2) / T
    C = 2 * K * np.sinh(y) / y - np.cosh(y)
    s = np.arccosh(C)
    m = np.sinh(s) / (C + np.cosh(y))
    l = np.sinh(y) / (C + np.cosh(y))
    return m, l, T * s / 2 - (J1 - J2) * m, s


J1, J2 = 2.0, 1.0
m_t, T_t, h_t = tricritical(J1, J2)
T_N = J1 + J2

# Variational free energy against explicit enumeration of eight dipoles.
mA, mB, h0, T0 = 0.7, -0.2, 0.3, 1.4
average, Z = 0.0, 0.0
for spins in itertools.product((-1, 1), repeat=8):
    a, b = spins[:4], spins[4:]
    energy = -h0 * sum(spins) + J2 / 4 * sum(x * z for x in a for z in b)
    for group in (a, b):
        energy -= J1 / 3 * sum(x * z for x, z in itertools.combinations(group, 2))
    weight = np.prod([(1 + mA * x) / 2 for x in a] + [(1 + mB * x) / 2 for x in b])
    average += weight * (energy + T0 * np.log(weight))
    Z += np.exp(-energy / T0)
assert abs(average / 8 - free_energy(mA, mB, h0, T0, J1, J2)) < 1e-12
assert -T0 * np.log(Z) < average

# Quartic coefficient at fixed field, on both sides of the tricritical point.
quartic = {}
for ratio in (0.95, 1.05):
    T = ratio * T_t
    hc = stability_field(T, J1, J2)
    ls = np.array([0.0, 0.02, 0.04])
    F = relaxed_energy(ls, hc, T, J1, J2)
    r1, r2 = (F[1:] - F[0]) / ls[1:]**4
    measured = (4 * r1 - r2) / 3
    msq = 1 - T / T_N
    formula = T_N * (1 - 3 * J1 * msq / J2) / (12 * (1 - msq)**2)
    assert abs(measured - formula) < 2e-3 * abs(formula)
    quartic[ratio] = formula
assert quartic[0.95] < 0 < quartic[1.05]

# Exact branch: equations of state and slope of the field along it.
for T in (0.9 * T_t, 1.05 * T_t):
    for y in (0.3, 0.7):
        K = T_N / T
        m, l, h, s = branch(y, T, J1, J2)
        assert abs(m + l - np.tanh((h + J1 * (m + l) - J2 * (m - l)) / T)) < 1e-12
        assert abs(m - l - np.tanh((h + J1 * (m - l) - J2 * (m + l)) / T)) < 1e-12
        assert abs(l - y / (2 * K)) < 1e-12
        d = 1e-4
        numeric = (branch(y + d, T, J1, J2)[2] - branch(y - d, T, J1, J2)[2]) / (2 * d)
        L = 1 / np.tanh(y) - 1 / y
        dL = 1 / y**2 - 1 / np.sinh(y)**2
        G = J1 * (1 - L**2) - J2 * dL
        exact = np.sinh(y) * (K * G - J1) / (K * np.sinh(s))
        assert abs(numeric - exact) < 1e-6

# Small-y series of G and of the function used in the global proof.
Y, A, B = sp.symbols("y J1 J2", positive=True)
# Taylor polynomial of coth(y) - 1/y from Bernoulli numbers.
Ls = sum(sp.bernoulli(2 * n) * 2**(2 * n) * Y**(2 * n - 1) / sp.factorial(2 * n)
         for n in range(1, 6))
Gs = sp.expand(A * (1 - Ls**2) - B * sp.diff(Ls, Y))
assert sp.simplify(Gs.coeff(Y, 0) - (A - B / 3)) == 0
assert sp.simplify(Gs.coeff(Y, 2) + A / 9 - B / 15) == 0
Phi = sp.expand(Y * (5 - 3 * Ls**2) - 15 * Ls)
assert Phi.coeff(Y, 1) == 0 and Phi.coeff(Y, 3) == 0
assert Phi.coeff(Y, 5) == sp.Rational(4, 315)
yy = np.linspace(0.2, 60, 6000)
LL = 1 / np.tanh(yy) - 1 / yy
assert np.all(yy * (5 - 3 * LL**2) - 15 * LL > 0)
# Slope of that function at a would-be zero, using L' = 1 - L^2 - 2L/y.
lam = sp.symbols("L", positive=True)
y_zero = 15 * lam / (5 - 3 * lam**2)
dlam = 1 - lam**2 - 2 * lam / y_zero
slope_zero = 5 - 3 * lam**2 - 6 * y_zero * lam * dlam - 15 * dlam
assert sp.simplify(slope_zero - 36 * lam**4 / (5 - 3 * lam**2)) == 0

# Field falls monotonically along the branch from T_t up to T_N.
for ratio in (0.61, 0.8, 1.0, 2.0, 5.0):
    Tt = tricritical(ratio, 1.0)[1]
    for T in np.linspace(Tt, 0.98 * (ratio + 1), 6):
        K = (ratio + 1) / T
        y_end = 2 * brentq(lambda z: K * np.tanh(z) - z, 1e-2, K)
        ys = np.linspace(0.05, 0.999 * y_end, 150)
        assert np.all(np.diff(branch(ys, T, ratio, 1.0)[2]) < 0)

# Global minimization: continuous above T_t, discontinuous below.
rows = []
for ratio in (0.90, 0.95, 1.05, 1.10):
    T = ratio * T_t
    h_found, l_found = transition(T, J1, J2)
    hc = stability_field(T, J1, J2)
    if ratio > 1:
        assert abs(h_found - hc) < 1e-5 and l_found < 0.02
    else:
        assert h_found > hc + 1e-5 and l_found > 0.1
    rows.append((ratio, T, hc, h_found, l_found))

# Tricritical temperature from the vanishing of the jump alone.
near = np.array([0.985, 0.990, 0.995]) * T_t
jumps = np.array([transition(T, J1, J2)[1] for T in near])
T_extrapolated = np.polyfit(jumps**2, near, 2)[-1]
assert abs(T_extrapolated / T_t - 1) < 1e-3

# Quarter-power growth of l at the tricritical temperature.
dh = 1e-5
F = relaxed_energy(L_GRID, h_t - dh, T_t, J1, J2)
l_min = L_GRID[np.argmin(F)]
coefficient = 2 * (J1 / 9 - J2 / 15) / (m_t * (1 - m_t**2)**3)
l_law = (dh / coefficient)**0.25
assert abs(l_min / l_law - 1) < 0.02

# Coupling ratios on the two sides of 3/5, at the zero of the quartic term.
for ratio in (0.62, 0.7, 1.0, 5.0):
    _, T, h = tricritical(ratio, 1.0)
    F = relaxed_energy(L_GRID, h, T, ratio, 1.0)
    assert h > 0 and F.min() > F[0] - 1e-12
low_ratio = 0.45
m_low, T_low, h_low = tricritical(low_ratio, 1.0)
F = relaxed_energy(L_GRID, h_low, T_low, low_ratio, 1.0)
l_low, gain = L_GRID[np.argmin(F)], F[0] - F.min()
assert gain > 1e-6 and l_low > 0.1
h_first, l_first = transition(T_low, low_ratio, 1.0)
assert h_first > h_low

# Worked example in atomic units.
unit = 5.0e-4      # J2 in hartree
dipole = 1.0       # in e*a0
kelvin = const.physical_constants["Hartree energy"][0] / const.k
volt_per_m = const.physical_constants["atomic unit of electric field"][0]
print(f"J1 = {J1 * unit:.4e} hartree")
print(f"J2 = {J2 * unit:.4e} hartree")
print(f"dipole p = {dipole:.1f} e*a0")
print(f"coupling ratio J1/J2 = {J1 / J2:.2f}")
print(f"zero-field transition k_B T_N = {T_N * unit:.4e} hartree")
print(f"zero-field transition T_N = {T_N * unit * kelvin:.1f} K")
print(f"tricritical polarization m_t = {m_t:.5f} (dimensionless)")
print(f"tricritical k_B T_t = {T_t * unit:.4e} hartree")
print(f"tricritical temperature T_t = {T_t * unit * kelvin:.1f} K")
print(f"T_t/T_N = {T_t / T_N:.5f}")
print(f"tricritical field energy h_t = {h_t * unit:.4e} hartree")
print(f"tricritical field E_t = {h_t * unit / dipole:.4e} atomic units")
print(f"tricritical field E_t = {h_t * unit / dipole * volt_per_m:.3e} V/m")
print(f"k_B T_t from vanishing jump = {T_extrapolated * unit:.4e} hartree")
print("Boundary by global minimization (energies in hartree):")
print("T/T_t   k_B T        h_c (stability)  h (transition)  l at transition")
for ratio, T, hc, hf, lf in rows:
    print(f"{ratio:.2f}   {T * unit:.4e}   {hc * unit:.5e}      {hf * unit:.5e}     {lf:.3f}")
for ratio, value in quartic.items():
    print(f"quartic coefficient at T = {ratio:.2f} T_t: {value * unit:.3e} hartree")
print(f"at T_t, field energy below h_t by {dh * unit:.1e} hartree:")
print(f"  l by minimization = {l_min:.4f}, by quarter-power law = {l_law:.4f}")
print(f"Low ratio J1/J2 = {low_ratio:.2f}, energies in units of J2:")
print(f"  quartic zero at m = {m_low:.4f}, k_B T = {T_low:.4f}, h = {h_low:.4f}")
print(f"  lower state there: l = {l_low:.3f}, energy gain = {gain:.3e} per dipole")
print(f"  true first-order field at this T: h = {h_first:.4f}, l = {l_first:.3f}")
print("success")
```

Output:

```
J1 = 1.0000e-03 hartree
J2 = 5.0000e-04 hartree
dipole p = 1.0 e*a0
coupling ratio J1/J2 = 2.00
zero-field transition k_B T_N = 1.5000e-03 hartree
zero-field transition T_N = 473.7 K
tricritical polarization m_t = 0.40825 (dimensionless)
tricritical k_B T_t = 1.2500e-03 hartree
tricritical temperature T_t = 394.7 K
T_t/T_N = 0.83333
tricritical field energy h_t = 3.3776e-04 hartree
tricritical field E_t = 3.3776e-04 atomic units
tricritical field E_t = 1.737e+08 V/m
k_B T_t from vanishing jump = 1.2500e-03 hartree
Boundary by global minimization (energies in hartree):
T/T_t   k_B T        h_c (stability)  h (transition)  l at transition
0.90   1.1250e-03   3.67969e-04      3.82207e-04     0.509
0.95   1.1875e-03   3.56982e-04      3.60852e-04     0.367
1.05   1.3125e-03   3.08191e-04      3.08191e-04     0.001
1.10   1.3750e-03   2.64203e-04      2.64203e-04     0.001
quartic coefficient at T = 0.95 T_t: -4.986e-05 hartree
quartic coefficient at T = 1.05 T_t: 4.082e-05 hartree
at T_t, field energy below h_t by 5.0e-09 hartree:
  l by minimization = 0.0525, by quarter-power law = 0.0525
Low ratio J1/J2 = 0.45, energies in units of J2:
  quartic zero at m = 0.8607, k_B T = 0.3759, h = 0.9605
  lower state there: l = 0.888, energy gain = 2.373e-02 per dipole
  true first-order field at this T: h = 0.9928, l = 0.843
success
```
